# Registry classes and offset-free merging of aligned MoS2 islands on sapphire

## Question

I am working on an exercise about MoS2 islands growing on c-plane sapphire. The islands are aligned with the substrate, and three MoS2 lattice constants fit two sapphire lattice constants. I have to show that there are four translational registry classes, and that two randomly placed equivalent islands join without an offset with probability one quarter.

I cannot get the counting to close. The coincidence cell contains nine MoS2 cells and four sapphire cells, and when I list the island positions of equal energy inside it I find 36. Why is the answer four, and not nine or 36? And if all these positions have the same energy because the islands are equivalent, why do two islands not always fit together? Finally, what does "randomly placed" have to mean for the four classes to be equally likely?

## Answer

Two different questions are mixed in your counting. The energy asks how an island sits on sapphire. The seam asks how one MoS2 lattice sits relative to another. Positions that are equivalent for the first question need not be equivalent for the second.

### Setting and assumptions

Let $\mathbf a_1,\mathbf a_2$ be the primitive vectors of MoS2, of length $a$, and $\mathbf b_1,\mathbf b_2$ those of the sapphire surface, of length $b$. Each pair meets at $120^\circ$. Alignment and exact coincidence mean

$$3\mathbf a_i=2\mathbf b_i,\qquad \mathbf b_i=\tfrac32\mathbf a_i .$$

Call the two lattices $L_M$ and $L_S$. The position $\mathbf t$ of an island is that of one reference S atom, projected onto the surface. I assume that

1. both islands have the same orientation, not merely parallel lattice vectors, and lie on the same terrace;
2. each island is coherent with the substrate and large enough for its edges to be neglected in the adhesion energy;
3. the adhesion energy has one minimum in each cell of the lattice generated by $L_M$ and $L_S$ together.

The third assumption is a real restriction, and I return to it below.

### Which displacements leave the energy unchanged?

Let $E(\mathbf t)$ be the adhesion energy per MoS2 unit. Moving the island by $\mathbf b_i$ changes nothing, because the substrate is periodic. Moving it by $\mathbf a_i$ changes nothing either, because this only relabels the atoms of a large layer. Hence the difference is also a period:

$$\mathbf b_i-\mathbf a_i=\tfrac12\mathbf a_i=\tfrac13\mathbf b_i .$$

These short vectors generate all the others, since $\mathbf a_i=2(\mathbf a_i/2)$ and $\mathbf b_i=3(\mathbf a_i/2)$. The combined lattice therefore has primitive vectors $\mathbf a_i/2$.

The same result appears in Fourier space. Let layer atom $j$, at position $\boldsymbol\tau_j$ in the MoS2 cell, feel a Gaussian well of depth $A_j$ and width $w$ at every sapphire lattice point. With $\Omega$ the area of the sapphire cell, the Fourier coefficient of this potential at a sapphire reciprocal vector $\mathbf g$ is

$$U_j(\mathbf g)=-\frac{A_j}{\Omega}\int e^{-r^2/2w^2}e^{-i\mathbf g\cdot\mathbf r}\,d^2r
=-\frac{2\pi w^2A_j}{\Omega}e^{-g^2w^2/2}.$$

Write $\mathbf g=p\mathbf b_1^*+q\mathbf b_2^*$, with $\mathbf b_i^*\cdot\mathbf b_j=2\pi\delta_{ij}$. Averaging over the nine MoS2 cells of the coincidence cell gives the factor

$$\frac19\sum_{m=0}^{2}e^{4\pi ipm/3}\sum_{n=0}^{2}e^{4\pi iqn/3}.$$

Each sum runs over the three cube roots of unity and vanishes, unless its integer $p$ or $q$ is a multiple of three. The surviving vectors are $\mathbf G=3(h\mathbf b_1^*+k\mathbf b_2^*)$, with integer $h,k$. Adding the terms $\mathbf G$ and $-\mathbf G$ leaves cosines:

$$E(\mathbf t)=-\frac{2\pi w^2}{\Omega}\sum_{\mathbf G}e^{-G^2w^2/2}\sum_jA_j\cos[\mathbf G\cdot(\mathbf t+\boldsymbol\tau_j)].$$

Every term repeats when $\mathbf t$ moves by $\mathbf b_i/3$. The periodicity itself does not depend on the Gaussian shape.

### From 36 positions to four classes

If one minimum is at $\mathbf t_0$, assumption 3 gives all of them:

$$\mathbf t=\mathbf t_0+\frac{m\mathbf a_1+n\mathbf a_2}{2},\qquad m,n\in\mathbb Z .$$

The coincidence cell has sides $2\mathbf b_i=6(\mathbf b_i/3)$, so it contains $6\times6=36$ minima. That is your number. It still counts separately the positions that differ by a MoS2 lattice vector, and those give the same set of atomic sites. There are nine such translations in the coincidence cell, so the number of distinct MoS2 lattices is $36/9=4$.

Directly, adding $\mathbf a_1$ changes $m$ by two, and adding $\mathbf a_2$ changes $n$ by two. Only the parities of $m$ and $n$ matter. The four classes, measured from $\mathbf t_0$, are

$$\mathbf 0,\qquad \frac{\mathbf a_1}{2},\qquad \frac{\mathbf a_2}{2},\qquad \frac{\mathbf a_1+\mathbf a_2}{2}.$$

The number nine answers the other question. Dividing the 36 positions by the four sapphire translations gives nine positions of the reference atom relative to a sapphire cell. They describe the same interface with a different MoS2 atom chosen as reference.

### When do two islands match?

The islands occupy the site sets $\mathbf t_1+L_M$ and $\mathbf t_2+L_M$. These are the same lattice if and only if

$$\mathbf t_2-\mathbf t_1\in L_M .$$

If the difference is a lattice vector, it merely relabels the sites. Conversely, if the sets coincide, the site $\mathbf t_2$ must equal $\mathbf t_1$ plus a lattice vector. The Mo atoms follow, because both islands have the same orientation and hence the same $\boldsymbol\tau_{\rm Mo}$. Matching thus means equal parity classes.

For unequal classes, the shortest offset follows from

$$|x\mathbf a_1+y\mathbf a_2|^2=a^2(x^2+y^2-xy)
=a^2\left[\left(y-\tfrac x2\right)^2+\tfrac34x^2\right].$$

Take the class $\mathbf a_1/2$, where $x$ is a half-integer and $y$ an integer. For $|x|=1/2$, the nearest integer $y$ gives $1/16+3/16=1/4$. For $|x|\ge3/2$, the second term alone is at least $27/16$. The shortest offset is therefore $a/2$. Rotations by $120^\circ$ carry this class into the other two nonzero ones, so they have the same shortest length.

This is why equal energy does not guarantee a match. A sapphire translation preserves the energy but can move the MoS2 lattice by half a period.

### Why are the classes equally likely?

Here "randomly placed" means that nucleation and the subsequent settling have the same statistics after any sapphire lattice translation. The terrace must be large enough for its boundaries not to spoil this. Since

$$\mathbf b_1=\mathbf a_1+\tfrac12\mathbf a_1,\qquad
\mathbf b_2=\mathbf a_2+\tfrac12\mathbf a_2,$$

a translation by $\mathbf b_1$ flips the parity of $m$, and one by $\mathbf b_2$ flips that of $n$. If $p_{mn}$ is the probability of a class, invariance requires

$$p_{00}=p_{10}=p_{01}=p_{11}.$$

They add to one, so each is $1/4$. No detailed model of nucleation is needed. For independent islands,

$$P_{\rm match}=\sum_{m,n=0}^{1}p_{mn}^2=4\left(\frac14\right)^2=\frac14 .$$

For three islands, the probability that all match is $4(1/4)^3=1/16$.

### A numerical example

I choose $b=4.76$ angstrom as the input of the example, a value close to that of sapphire. Exact coincidence then fixes the strained layer:

$$a=\frac23(4.76)=3.173\ \text{angstrom},\qquad \frac a2=1.587\ \text{angstrom}=0.159\ \text{nm}.$$

For the adhesion model I choose $A_{\rm S}=0.100$ eV, $A_{\rm Mo}=0.015$ eV and $w=0.45$ angstrom, with $\boldsymbol\tau_{\rm S}=\mathbf0$ and $\boldsymbol\tau_{\rm Mo}=(\mathbf a_1+2\mathbf a_2)/3$. These wells illustrate the geometry; they are not a calculation of real adhesion.

A direct sum over the wells, scanned across the coincidence cell, gives 36 minima in four classes. I then started 600 islands at random positions and let each slide downhill in energy, without prescribing its class. The final class counts were 158, 164, 136 and 142. The number of ordered matching pairs is

$$158(157)+164(163)+136(135)+142(141)=89920,$$

out of $600(599)=359400$. The ratio is $0.2502$. The fraction of matching triples was $0.0626$, close to $1/16=0.0625$. The full numerical output follows this answer.

### When one minimum per common cell is not enough

The shortest nonzero vectors $\mathbf G$ show what assumption 3 requires. Choose

$$\mathbf K_1=3\mathbf b_1^*,\quad
\mathbf K_2=-3\mathbf b_2^*,\quad
\mathbf K_3=3(\mathbf b_2^*-\mathbf b_1^*),$$

which have equal length $K$ and sum to zero. For the Mo position above, each $\mathbf K_s\cdot\boldsymbol\tau_{\rm Mo}$ equals $4\pi/3$ modulo $2\pi$. Define

$$A_{\rm S}+A_{\rm Mo}e^{4\pi i/3}=Ce^{i\theta},\qquad
\kappa=\frac{2\pi w^2}{\Omega}e^{-K^2w^2/2}.$$

Keeping only these three vectors and their negatives,

$$E(\mathbf t)\simeq E_0-2\kappa C\sum_{s=1}^{3}\cos(\mathbf K_s\cdot\mathbf t+\theta).$$

At the three threefold-symmetric points of a common cell, all three phases $\mathbf K_s\cdot\mathbf t$ equal $\phi=0$, $2\pi/3$ or $-2\pi/3$. The gradient vanishes there because $\sum_s\mathbf K_s=\mathbf0$. The three vectors are $120^\circ$ apart, so $\sum_s\mathbf K_s\mathbf K_s^{T}=\frac32K^2\mathbf 1$, and the matrix of second derivatives is

$$3\kappa CK^2\cos(\phi+\theta)\,\mathbf 1 .$$

Such a point is a minimum when the cosine is positive. In the example $\theta\simeq-8^\circ$, and the cosines are about $0.99$, $-0.37$ and $-0.62$. One of the three points is a minimum. With these leading waves, exactly one cosine is positive only when $\theta$ lies within $30^\circ$ of a multiple of $120^\circ$, which is half of all phases. For the other half two of the points are minima, in general of unequal depth. Which case holds for real MoS2 on sapphire is not decided by this model.

Now make the S wells repulsive and remove the Mo wells. Then $\theta=\pi$, and the cosines are $-1$, $1/2$ and $1/2$. There are two minima of equal energy per common cell, hence eight classes. If kind $k$ is chosen with probability $q_k$, sapphire translations still divide it equally among four classes, and

$$P_{\rm match}=\sum_k4\left(\frac{q_k}{4}\right)^2=\frac14\sum_kq_k^2 .$$

For $q_1=q_2=1/2$ this is $1/8$. Relaxing the same 600 starting positions in this potential gave $0.1244$.

### Nucleation that is not random in the required sense

If the four shares are unequal but common to both independent islands, write $p_c=1/4+\delta_c$ with $\sum_c\delta_c=0$. Then

$$\sum_cp_c^2=\frac14+\frac12\sum_c\delta_c+\sum_c\delta_c^2
=\frac14+\sum_c\delta_c^2\ge\frac14 .$$

Shares of $0.4,0.2,0.2,0.2$, for instance, give $0.16+3(0.04)=0.28$.

A straight step along $\mathbf b_1$ gives a more structured case. Suppose that all islands nucleate at identical sites along it, displaced from one another by integer multiples of $\mathbf b_1$. Then $n$ is fixed and only the parity of $m$ varies. If both parities are equally likely, the matching probability is $1/2$. A sample of 300 such islands gave $0.5006$. The value one half requires the step to fix the parity of $n$. If that parity were also random, with all four classes equally likely, the probability would return to one quarter; a partial preference would give a value in between.

### How far does this carry over to real MoS2 on sapphire?

Exact coincidence is an idealization. If I choose $3.16$ angstrom for the free lattice constant, MoS2 must be stretched by $0.42$ percent. This is a small difference between two nearly equal lengths: choosing $3.17$ angstrom instead would reduce it to about $0.1$ percent. The strain energies and the misfit length below therefore illustrate the chosen inputs and are not predictions for the real material. For equal strain $\varepsilon$ in both directions, the elastic energy per area is $Y\varepsilon^2/(1-\nu)$. I use rough values $Y=150$ N/m and $\nu=0.25$. The cost is then $0.0019$ eV per MoS2 unit, while the chosen wells yield a registry gain of $0.0044$ eV relative to the average over positions. Coherence therefore has lower energy than a rigid floating layer in this example. That comparison does not exclude misfit lines, and wells less than about $0.43$ times as deep would reverse it. A thermal misfit of $0.16$ percent, if it added to the first, would raise the cost to $0.0037$ eV. The margin against misfit lines is smaller than these numbers suggest. A continuum estimate for a straight line that shifts the layer by $a/2$ across itself gives a cost of about $0.118$ eV per angstrom of line, against an elastic relief $Y\varepsilon(a/2)/(1-\nu)$ of $0.084$ eV per angstrom at $0.42$ percent and $0.115$ eV per angstrom at $0.58$ percent. Such lines would become favourable near $0.59$ percent misfit, or for wells about half as deep, so coherence is marginal if the thermal misfit adds.

If coherence is lost and the offset becomes uniformly distributed over a MoS2 cell, an exact match has probability zero. Accepting offsets up to a small distance $\delta$ gives

$$P(\delta)=\frac{\pi\delta^2}{(\sqrt3/2)a^2},$$

or about $0.4$ percent for $\delta=0.1$ angstrom. The value one quarter depends on the substrate actually selecting discrete positions.

The misfit also sets a length for a rigid, unstrained island. Along a side of $N_s$ cells, the accumulated displacement reaches one energy period when $N_s(a-a_0)=a/2$, where $a_0$ is the free constant. This gives $N_s\simeq119$ and a side of about $376$ angstrom, or $38$ nm. In a rhombic island with two such sides, the phase of each leading energy wave runs through $2\pi$ along at least one side, so its average cancels. In a triangular island the rows have unequal lengths, the cancellation is incomplete, and a fraction $1/\pi$ of each leading wave's amplitude remains at this side length. In an explicit sum for a rhombic island of 120 by 120 cells, sampled at a coarse set of positions, the energy variation per unit was about 5 percent of the coherent value, most of it left by the island's edges; for 60 by 60 cells it was about 58 percent. Finer sampling raises these to about 6 and 59 percent. The edge part depends on the exact size: for 119 by 119 cells, whose side equals exactly $79b$ with these inputs, the variation vanishes, while 59 and 61 cells per side give roughly 62 and 65 percent.

Temperature matters while an island is small. If $N$ units slide rigidly over a barrier $E_b$ per unit, with attempt rate $\nu_0$, the waiting time reaches $t_w$ when

$$\nu_0t_we^{-NE_b/k_BT}=1,\qquad
N=\frac{k_BT}{E_b}\ln(\nu_0t_w).$$

At a rough growth temperature of $1100$ K, with $\nu_0=10^{12}$ per second and $t_w=1$ s,

$$N=\frac{0.0948}{0.00575}\ln(10^{12})\simeq455 .$$

The corresponding side scale is $a\sqrt N\simeq68$ angstrom, or $7$ nm. This estimate neglects the island's edges, which shift the barrier noticeably at such sizes, so it gives a scale and not a sharp limit. Islands well below it can still change class within a second in this model. The quarter applies to islands whose classes are fixed before they meet; if they can slide after contact, the seam itself may favour a match.

Orientation is a further condition. Let a fraction $f$ of islands have one orientation and $1-f$ the antiparallel one, chosen independently, with four equally likely classes for each. Antiparallel islands cannot continue the same crystal, because their Mo and S positions are interchanged. The probability becomes

$$P_{\rm match}=\frac{f^2+(1-f)^2}{4},$$

which is $1/8$ for equal fractions. Parallel lattice vectors alone are therefore not sufficient for the result you were asked to show.

## Calculated quantities

```
Sapphire lattice constant, rough input: 4.760 angstrom
Strained MoS2 lattice constant: 3.1733 angstrom
Coincidence period: 9.520 angstrom
Common energy period b/3: 1.5867 angstrom
S-site well depth, chosen: 0.100 eV
Mo-site well depth, chosen: 0.015 eV
Gaussian width, chosen: 0.45 angstrom
Largest pair-sum/Fourier difference: 5.0e-17 eV
Energy minima in coincidence cell: 36 (count)
Registry classes: 4 (count)
Class in a1, a2: 0.0, 0.0 (fraction)
Class in a1, a2: 0.0, 0.5 (fraction)
Class in a1, a2: 0.5, 0.0 (fraction)
Class in a1, a2: 0.5, 0.5 (fraction)
Shortest nonzero offset: 1.5867 angstrom = 0.15867 nm
Randomly placed islands: 600 (count)
Islands in the four classes: 158 164 136 142 (counts)
Pairs without offset: 0.2502 (fraction)
Triples all matching: 0.0626 (fraction)
Two-minimum contrast, classes: 8 (count)
Two-minimum contrast, matching pairs: 0.1244 (fraction)
Same-step nuclei, matching pairs: 0.5006 (fraction)
Biased class shares, chosen: 0.4 0.2 0.2 0.2 (fractions)
Biased shares, sum of squares: 0.2800 (probability)
Biased shares, sampled matches: 0.2806 (fraction)
Registry energy gain per MoS2: 0.00442 eV
Sliding barrier per MoS2: 0.00575 eV
Free MoS2 constant, rough input: 3.160 angstrom
Strain needed for coincidence: 0.422 percent
2D Young modulus, rough input: 150 N/m
Poisson ratio, rough input: 0.25 (dimensionless)
Elastic cost per MoS2: 0.00192 eV
Expansion difference, rough input: 2.0e-06 1/K
Possible thermal misfit: 0.160 percent
Elastic cost if misfits add: 0.00366 eV
Growth temperature, rough input: 1100 K
Thermal energy: 0.0948 eV
Attempt rate, chosen: 1.0e+12 1/s
Waiting time, chosen: 1.0 s
MoS2 units for slow sliding: 455 (count)
Side scale for slow sliding: 67.7 angstrom = 6.77 nm
Rigid-island registry-loss side: 376 angstrom = 37.6 nm
Rigid test islands, cells per side: 60, 120 (counts)
Remaining corrugation, smaller island: 0.583 (fraction)
Remaining corrugation, larger island: 0.050 (fraction)
```
